# The Lany-Zunger shape factor from the Wigner-Seitz second moment: a program that tests the result

```python
# Result under test: the Lany-Zunger shape factor is
#     c_sh = -4 pi M / (3 alpha),   M = <r^2>/L^2,   L = volume^(1/3),
# where <r^2> is the mean square radius of the Wigner-Seitz cell and
# -alpha/L is the regular potential at a unit point charge in a periodic
# array with neutralizing background and zero mean potential.
# The correction is E_LZ = [1 + c_sh (1 - 1/eps)] q^2 alpha/(2 eps L).
# The shape term is also compared with the mean potential on the cell boundary.
# Lattice calculations use Gaussian units, unit charge and unit cell volume.
import numpy as np
from scipy.special import erfc
from scipy.integrate import quad
from scipy import constants as const

pi = np.pi


def lattice_points(vectors, reach, keep_origin=True):
    k = np.arange(-reach, reach + 1)
    idx = np.array(np.meshgrid(k, k, k, indexing="ij")).reshape(3, -1).T
    if not keep_origin:
        idx = idx[np.any(idx != 0, axis=1)]
    return idx @ vectors


def reciprocal(vectors):
    return 2 * pi * np.linalg.inv(vectors).T


def potential(points, vectors, kappa=2.0):
    """Zero-mean Ewald potential of the periodic unit charge."""
    cells = lattice_points(vectors, 4)
    g = lattice_points(reciprocal(vectors), 4, False)
    g2 = np.sum(g**2, axis=1)
    d = np.linalg.norm(points[:, None, :] - cells[None, :, :], axis=2)
    short = np.sum(erfc(kappa * d) / d, axis=1)
    long = np.cos(points @ g.T) @ (4 * pi * np.exp(-g2 / (4 * kappa**2)) / g2)
    return short + long - pi / kappa**2


def madelung(vectors, kappa=2.0):
    d = np.linalg.norm(lattice_points(vectors, 4, False), axis=1)
    g2 = np.sum(lattice_points(reciprocal(vectors), 4, False)**2, axis=1)
    regular = (np.sum(erfc(kappa * d) / d)
               + 4 * pi * np.sum(np.exp(-g2 / (4 * kappa**2)) / g2)
               - pi / kappa**2 - 2 * kappa / np.sqrt(pi))
    return -regular


def boundary_rays(vectors, n):
    """Directions, boundary radii and solid-angle weights; one octant times 8."""
    x, w = np.polynomial.legendre.leggauss(n)
    t, w = (x + 1) / 2, w / 2
    cos_t, azimuth = np.meshgrid(t, t * pi / 2, indexing="ij")
    sin_t = np.sqrt(1 - cos_t**2)
    u = np.stack([sin_t * np.cos(azimuth), sin_t * np.sin(azimuth), cos_t], -1)
    u = u.reshape(-1, 3)
    weight = 8 * (pi / 2) * np.outer(w, w).ravel()
    neighbours = lattice_points(vectors, 2, False)
    half_square = np.sum(neighbours**2, axis=1) / 2
    projection = u @ neighbours.T
    distance = np.where(projection > 1e-12,
                        half_square / np.maximum(projection, 1e-12), np.inf)
    return u, distance.min(axis=1), weight


lattices = {
    "sc": np.eye(3),
    "fcc": 4**(1 / 3) * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2,
    "bcc": 2**(1 / 3) * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / 2,
}
# Closed forms from cutting each polyhedron into pyramids.
moment_formula = {"sc": 1 / 4, "fcc": 3 / 32 * 4**(2 / 3),
                  "bcc": 19 / 128 * 2**(2 / 3)}
alpha, shape, moment_numeric, boundary_mean = {}, {}, {}, {}

for name, vectors in lattices.items():
    assert abs(abs(np.linalg.det(vectors)) - 1) < 1e-12

    # Cell volume and second moment by integration along rays.
    # Kinks at the cell edges limit the quadrature accuracy.
    u, radius, weight = boundary_rays(vectors, 180)
    assert abs(np.sum(weight * radius**3) / 3 - 1) < 3e-4
    moment_numeric[name] = np.sum(weight * radius**5) / 5
    assert abs(moment_numeric[name] - moment_formula[name]) < 2e-4

    alpha[name] = madelung(vectors)
    assert abs(alpha[name] - madelung(vectors, 2.6)) < 1e-9
    shape[name] = -4 * pi * moment_formula[name] / (3 * alpha[name])

    # Periodic minus isolated energy of a compact Gaussian charge:
    # tests the sign and coefficient of the second-moment term.
    sigma = 0.1
    g2 = np.sum(lattice_points(reciprocal(vectors), 12, False)**2, axis=1)
    periodic = 2 * pi * np.sum(np.exp(-sigma**2 * g2) / g2)
    isolated = 1 / (2 * np.sqrt(pi) * sigma)
    expansion = -alpha[name] / 2 + 2 * pi * (3 * sigma**2) / 3
    assert abs(periodic - isolated - expansion) < 1e-8

    # Mean boundary potential with weight (r.n) dS = r^3 d(solid angle).
    u, radius, weight = boundary_rays(vectors, 60)
    phi = potential(u * radius[:, None], vectors)
    area_weight = weight * radius**3
    boundary_mean[name] = np.sum(area_weight * phi) / np.sum(area_weight)
    assert abs(boundary_mean[name] + 2 * pi * moment_formula[name] / 3) < 1e-3

    # Bound charge density away from the defect, from the potential's Laplacian.
    eps_test, step = 10.0, 0.003
    centre = np.array([0.31, 0.22, 0.37])
    shifts = step * np.vstack([np.eye(3), -np.eye(3)])
    laplacian = (np.sum(potential(centre + shifts, vectors))
                 - 6 * potential(centre[None, :], vectors)[0]) / step**2
    bound_density = (eps_test - 1) / (4 * pi * eps_test) * laplacian
    assert abs(bound_density - (1 - 1 / eps_test)) < 1e-3

assert abs(shape["sc"] + 0.369) < 5e-4
assert all(abs(shape[s] + 0.34) < 5e-3 for s in ("fcc", "bcc"))

# Direct sum of neutral cubes, without Ewald summation.  Its potential zero
# differs from the zero-mean convention by 2 pi M / 3.
x, w = np.polynomial.legendre.leggauss(60)
x, w = x / 2, w / 2
inverse_r_cube = 1.5 * np.sum(np.outer(w, w)
                              / np.sqrt(0.25 + x[:, None]**2 + x[None, :]**2))
m = 30
direct = (np.sum(1 / np.linalg.norm(lattice_points(np.eye(3), m, False), axis=1))
          - (2 * m + 1)**2 * inverse_r_cube)
from_formula = -alpha["sc"] + 2 * pi * moment_formula["sc"] / 3
assert abs(direct - from_formula) < 1e-4

# Equivalent sphere: potential 1/r + r^2/(2R^3) - constant, zero mean.
R = (3 / (4 * pi))**(1 / 3)
alpha_sphere = quad(lambda r: 4 * pi * (r + r**4 / (2 * R**3)), 0, R)[0]
moment_sphere = quad(lambda r: 4 * pi * r**4, 0, R)[0]
shape_sphere = -4 * pi * moment_sphere / (3 * alpha_sphere)
assert abs(shape_sphere + 1 / 3) < 1e-10

print("Dimensionless cell data (lengths in L = volume^(1/3))")
for s in lattices:
    print(f"{s}: M formula = {moment_formula[s]:.6f}, "
          f"M by rays = {moment_numeric[s]:.6f}")
    print(f"{s}: alpha = {alpha[s]:.6f}, c_sh = {shape[s]:.5f}")
    print(f"{s}: boundary mean potential = {boundary_mean[s]:.5f} e/L, "
          f"formula = {-2 * pi * moment_formula[s] / 3:.5f} e/L")
print(f"sphere: M = {moment_sphere:.6f}, alpha = {alpha_sphere:.6f}, "
      f"c_sh = {shape_sphere:.5f}")
print(f"sc neutral-cube sum = {direct:.5f} e/L, formula = {from_formula:.5f} e/L")
special = potential(np.array([[0.5, 0, 0], [0.5, 0.5, 0.5]]), lattices["sc"])
print(f"sc potential: face centre = {special[0]:.4f} e/L, "
      f"corner = {special[1]:.4f} e/L")

print("Factor 1 + c_sh (1 - 1/eps), dimensionless")
for s in lattices:
    values = [1 + shape[s] * (1 - 1 / e) for e in (3.0, 10.0, 30.0, np.inf)]
    print(f"{s}: eps=3: {values[0]:.4f}, eps=10: {values[1]:.4f}, "
          f"eps=30: {values[2]:.4f}, eps=inf: {values[3]:.4f}")
    eps_exact = 1 / (1 - 1 / (3 * abs(shape[s])))
    print(f"{s}: factor equals 2/3 at eps = {eps_exact:.1f}")

charge, eps, volume = 2, 10.0, 1000.0
length = volume**(1 / 3)
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e10
scale = coulomb * charge**2 / (eps * length)
print(f"Example: q = {charge} e, eps = {eps:.0f}, volume = {volume:.0f} A^3, "
      f"L = {length:.3f} A")
print(f"Coulomb constant e^2/(4 pi eps0) = {coulomb:.5f} eV A")
print(f"q^2/(eps L) = {scale:.5f} eV")
for s in lattices:
    first = scale * alpha[s] / 2
    third = shape[s] * (1 - 1 / eps) * first
    alignment = -scale * boundary_mean[s]
    total = first + third + alignment
    print(f"{s}: E1 = {first:.4f} eV, shape term = {third:.4f} eV, "
          f"E_LZ = {first + third:.4f} eV")
    print(f"{s}: alignment = {alignment:.4f} eV, sum = {total:.4f} eV, "
          f"excess over E1 = {total - first:.4f} eV")
print("OK")
```

Printed output:

```
Dimensionless cell data (lengths in L = volume^(1/3))
sc: M formula = 0.250000, M by rays = 0.249984
sc: alpha = 2.837297, c_sh = -0.36908
sc: boundary mean potential = -0.52353 e/L, formula = -0.52360 e/L
fcc: M formula = 0.236235, M by rays = 0.236232
fcc: alpha = 2.888282, c_sh = -0.34260
fcc: boundary mean potential = -0.49477 e/L, formula = -0.49477 e/L
bcc: M formula = 0.235630, M by rays = 0.235630
bcc: alpha = 2.888462, c_sh = -0.34171
bcc: boundary mean potential = -0.49350 e/L, formula = -0.49350 e/L
sphere: M = 0.230901, alpha = 2.901586, c_sh = -0.33333
sc neutral-cube sum = -2.31371 e/L, formula = -2.31370 e/L
sc potential: face centre = -0.0959 e/L, corner = -0.8019 e/L
Factor 1 + c_sh (1 - 1/eps), dimensionless
sc: eps=3: 0.7539, eps=10: 0.6678, eps=30: 0.6432, eps=inf: 0.6309
sc: factor equals 2/3 at eps = 10.3
fcc: eps=3: 0.7716, eps=10: 0.6917, eps=30: 0.6688, eps=inf: 0.6574
fcc: factor equals 2/3 at eps = 37.0
bcc: eps=3: 0.7722, eps=10: 0.6925, eps=30: 0.6697, eps=inf: 0.6583
bcc: factor equals 2/3 at eps = 40.8
Example: q = 2 e, eps = 10, volume = 1000 A^3, L = 10.000 A
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV A
q^2/(eps L) = 0.57599 eV
sc: E1 = 0.8171 eV, shape term = -0.2714 eV, E_LZ = 0.5457 eV
sc: alignment = 0.3015 eV, sum = 0.8472 eV, excess over E1 = 0.0301 eV
fcc: E1 = 0.8318 eV, shape term = -0.2565 eV, E_LZ = 0.5753 eV
fcc: alignment = 0.2850 eV, sum = 0.8603 eV, excess over E1 = 0.0285 eV
bcc: E1 = 0.8319 eV, shape term = -0.2558 eV, E_LZ = 0.5760 eV
bcc: alignment = 0.2843 eV, sum = 0.8603 eV, excess over E1 = 0.0284 eV
OK
```
